# Spin-orbit curves for a 2P atom near a closed-shell atom

## What has to be computed

Suppose that a spin-free calculation, for instance coupled cluster or quantum Monte Carlo with an averaged effective core potential, has given the Σ and Π energy curves of a $^2P$ atom approaching a closed-shell atom. The decision is whether to repeat the calculation with a spin-orbit operator at every distance $R$, or to add the coupling afterwards from one atomic constant. If the coupling strength stays close to its atomic value and no other electronic term mixes in appreciably, the second route suffices, and it needs no numerical diagonalization.

Let $V_\Sigma(R)$ and $V_\Pi(R)$ be the spin-free energies, both measured from the spin-free energy of the separated atoms, and let $\delta=V_\Sigma-V_\Pi$. With the spin-orbit operator $a\,\mathbf l\cdot\mathbf s$ in the $^2P$ term, the three curves are

$$E_{3/2}=V_\Pi+\frac a2,$$

$$E_\pm=\frac{V_\Sigma+V_\Pi}{2}-\frac a4\pm\frac S2,\qquad S=\sqrt{\left(\delta+\frac a2\right)^2+2a^2}.$$

The first has $\Omega=3/2$ and the other two have $\Omega=1/2$, where $\Omega$ is the size of the electronic angular momentum along the axis. The constant $a$ is an energy, because $\mathbf l$ and $\mathbf s$ are in units of $\hbar$. It is positive for one p electron and negative for one p hole. The $^2P$ term of a half-filled $p^3$ shell is not covered: there $a$ vanishes in first order, and the splitting comes from mixing with other terms.

The model has fixed nuclei, a partner in a $^1S$ state, and six electronic states: three orbital components times two spin components. It leaves out rotational coupling and mixing with other terms. The curves are closed forms in $V_\Sigma$, $V_\Pi$ and $a$, which must be supplied.

## The constant $a$ from a core potential

For a p electron, $j$ is $3/2$ or $1/2$. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].$$

With $l=1$ and $s=1/2$ the values are $\frac12(\frac{15}4-2-\frac34)=\frac12$ for $j=3/2$ and $\frac12(\frac34-2-\frac34)=-1$ for $j=1/2$. The free atom therefore has levels at $a/2$ and $-a$, and

$$a=\tfrac23\left[E(j=3/2)-E(j=1/2)\right].$$

This is the simplest way to obtain $a$ from an atomic calculation.

A $j$-dependent core potential acts on p functions as $v_{3/2}(r)P_{3/2}+v_{1/2}(r)P_{1/2}$, where $P_j$ projects on the given $j$. The two values of $\mathbf l\cdot\mathbf s$ fix the projectors:

$$P_{3/2}=\tfrac23(1+\mathbf l\cdot\mathbf s),\qquad P_{1/2}=\tfrac13(1-2\,\mathbf l\cdot\mathbf s).$$

The first gives 1 on $j=3/2$ and 0 on $j=1/2$; the second does the reverse. Substitution yields

$$v_{3/2}P_{3/2}+v_{1/2}P_{1/2}=\frac{2v_{3/2}+v_{1/2}}3+\frac23(v_{3/2}-v_{1/2})\,\mathbf l\cdot\mathbf s.$$

The first term belongs in the spin-free calculation. The second gives, to first order with a normalized radial function $u(r)$,

$$a=\frac23\int_0^\infty |u(r)|^2\,[v_{3/2}(r)-v_{1/2}(r)]\,dr.$$

Before using tabulated potentials, one must check whether the table lists the difference $v_{3/2}-v_{1/2}$ or the coefficient of $\mathbf l\cdot\mathbf s$. They differ by the factor $2/3$.

## Why two spin-free energies are enough

Put the $z$ axis along the line of nuclei. An axial interaction does not depend on the azimuth $\varphi$. The products $p_xp_y$, $p_xp_z$ and $p_yp_z$ integrate to zero over $\varphi$, while $p_x^2$ and $p_y^2$ give equal integrals. The interaction is thus diagonal in $p_x,p_y,p_z$, with entries $V_\Pi,V_\Pi,V_\Sigma$.

For one p electron in a potential $\sum_L V_LP_L(\cos\theta)$, with the $V_L$ averaged over the radial function, the splitting can be traced to a single coefficient. Since $\cos^2\theta=(1+2P_2)/3$, the angular densities, averaged over $\varphi$, are

$$|p_z|^2=\frac{3\cos^2\theta}{4\pi}=\frac{1+2P_2}{4\pi},\qquad
|p_x|^2\to\frac{3\sin^2\theta}{8\pi}=\frac{1-P_2}{4\pi}.$$

Legendre polynomials are orthogonal, and the integral of $P_2^2$ over the sphere is $4\pi/5$. Hence

$$V_\Sigma=V_0+\tfrac25V_2,\qquad V_\Pi=V_0-\tfrac15V_2,\qquad \delta=\tfrac35V_2.$$

This is a first-order picture with a fixed p function. In an application $V_\Sigma$ and $V_\Pi$ come from the molecular calculation and include the response of the electrons.

## The matrix

Let $\lambda$ and $m_s$ be the axial projections of $\mathbf l$ and $\mathbf s$. The spin-orbit operator commutes with $l_z+s_z$, and so does the axial interaction. States with different $\lambda+m_s$ therefore do not mix. The six states divide as follows:

- $\lambda+m_s=3/2$: the state $|1,+\frac12\rangle$;
- $\lambda+m_s=1/2$: the states $|0,+\frac12\rangle$ and $|1,-\frac12\rangle$;
- the three states with all projections reversed.

Time reversal maps the first three onto the last three without changing the energy, so each level is doubly degenerate.

Now write

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

In $|1,+\frac12\rangle$ the diagonal term is $1\cdot\frac12=\frac12$. No partner state exists, so $E_{3/2}=V_\Pi+a/2$ follows at once.

In the $\Omega=1/2$ pair, $l_zs_z$ gives $0$ for the Σ state and $1\cdot(-\frac12)=-\frac12$ for the Π state. For the coupling, the Condon-Shortley phases give $l_+|0\rangle=\sqrt2\,|1\rangle$ and $s_-|{+\tfrac12}\rangle=|{-\tfrac12}\rangle$. Therefore

$$\langle1,-\tfrac12|\mathbf l\cdot\mathbf s|0,+\tfrac12\rangle=\tfrac12\sqrt2=\frac1{\sqrt2}.$$

In the order Σ, Π the block is

$$h=\begin{pmatrix}V_\Sigma&a/\sqrt2\\ a/\sqrt2&V_\Pi-a/2\end{pmatrix}.$$

Another choice of phases may change the sign of the off-diagonal element. The energies contain its square and are unaffected.

## Diagonalization and mixing

The characteristic equation is

$$E^2-\left(V_\Sigma+V_\Pi-\frac a2\right)E+V_\Sigma\left(V_\Pi-\frac a2\right)-\frac{a^2}2=0.$$

Its discriminant is the squared trace minus four times the determinant:

$$\left(V_\Sigma+V_\Pi-\frac a2\right)^2-4V_\Sigma\left(V_\Pi-\frac a2\right)+2a^2
=\left(\delta+\frac a2\right)^2+2a^2=S^2.$$

The step uses $(p+q)^2-4pq=(p-q)^2$ with $p=V_\Sigma$ and $q=V_\Pi-a/2$. Half the trace plus or minus $S/2$ gives $E_\pm$.

For the states, set $u=\delta+a/2$ and subtract half the trace from the diagonal:

$$h-\frac{V_\Sigma+V_\Pi-a/2}{2}=\frac12\begin{pmatrix}u&\sqrt2a\\ \sqrt2a&-u\end{pmatrix}
=\frac S2\begin{pmatrix}\cos2\vartheta&\sin2\vartheta\\ \sin2\vartheta&-\cos2\vartheta\end{pmatrix}.$$

The angle is defined by $u=S\cos2\vartheta$ and $\sqrt2a=S\sin2\vartheta$. In code, $\vartheta=\frac12\operatorname{atan2}(\sqrt2a,u)$ selects the right quadrant. Multiplying the last matrix into $(\cos\vartheta,\sin\vartheta)$ returns the same vector times $S/2$, by the addition theorems, so this is the upper state. The lower state is $(-\sin\vartheta,\cos\vartheta)$. The Σ weights are

$$w_+=\cos^2\vartheta=\frac12\left(1+\frac uS\right),\qquad w_-=\frac12\left(1-\frac uS\right).$$

These weights also carry errors from the input curves to the output. Since $\partial S/\partial V_\Sigma=u/S$ and $\partial S/\partial V_\Pi=-u/S$,

$$dE_\pm=w_\pm\,dV_\Sigma+(1-w_\pm)\,dV_\Pi.$$

For independent Monte Carlo errors $\sigma_\Sigma$ and $\sigma_\Pi$, the leading variance of $E_\pm$ is $w_\pm^2\sigma_\Sigma^2+(1-w_\pm)^2\sigma_\Pi^2$. There is also a bias, because $S$ is curved. From $d^2S/du^2=1/S-u^2/S^3=2a^2/S^3$, unbiased noise in $\delta$ shifts the mean of $E_\pm$ by $\pm a^2\,\mathrm{var}(\delta)/(2S^3)$ at leading order, provided the noise is small compared with $S$.

## Weak interaction: the atomic limit

Take $a>0$ and $|\delta|\ll a$, and put $y=\delta/a$. Expanding the square in $S^2$ gives

$$S^2=\delta^2+a\delta+\frac94a^2,\qquad S=\frac{3a}2\sqrt{1+\tfrac49(y+y^2)}.$$

With $\sqrt{1+x}=1+x/2-x^2/8+\dots$, the coefficient of $y$ is $2/9$, and that of $y^2$ is $\frac29-\frac18\cdot\frac{16}{81}=\frac{16}{81}$. Thus

$$S=\frac{3a}2+\frac\delta3+\frac{8\delta^2}{27a}+O(\delta^3/a^2).$$

Inserting this, with $(V_\Sigma+V_\Pi)/2=V_\Pi+\delta/2$, gives

$$E_+\approx\frac a2+\frac{2V_\Sigma+V_\Pi}3+\frac{4\delta^2}{27a},\qquad
E_-\approx-a+\frac{V_\Sigma+2V_\Pi}3-\frac{4\delta^2}{27a}.$$

The $j=1/2$ atom has a spherical charge density and feels the mean of one Σ and two Π energies. The $j=3/2$ atom splits: its $\Omega=3/2$ component is pure Π, while its $\Omega=1/2$ component is two-thirds Σ. The quadratic terms are the repulsion between the two $\Omega=1/2$ levels.

For $a<0$ the right-hand sides remain valid, but the first belongs to $E_-$ and the second to $E_+$, because $j=3/2$ now lies lower. Code should therefore assign $j$ from the sign of $a$ and not from the order of the levels.

## Strong interaction: the molecular limit

Now let $|\delta|\gg|a|$. Then

$$S=|u|\sqrt{1+\frac{2a^2}{u^2}}=|u|+\frac{a^2}{|u|}+O(a^4/|u|^3).$$

For $\delta>0$, $|u|=\delta+a/2$. To second order in $a$ the fraction may be replaced by $a^2/\delta$, and

$$E_+\approx V_\Sigma+\frac{a^2}{2\delta},\qquad E_-\approx V_\Pi-\frac a2-\frac{a^2}{2\delta}.$$

For $\delta<0$ the same expressions hold with the roles of upper and lower exchanged: the first is the Σ-like level, the second the Π-like one.

The axial field quenches the part $\frac12(l_+s_-+l_-s_+)$ of the coupling, which now acts only in second order, while the part $l_zs_z$ survives. To first order the Σ level is unshifted and the Π level splits by $a$, compared with $3a/2$ in the free atom. Applying the atomic shift to every point of an $\Omega=1/2$ curve is therefore wrong near a strongly anisotropic minimum. For $\Omega=3/2$, where $E_{3/2}=V_\Pi+a/2$, the atomic shift is exact within the model.

## Gaps, contacts and order of the curves

Since $S^2$ is a square plus $2a^2$, the two $\Omega=1/2$ curves are separated by at least $\sqrt2|a|$. They cannot cross for $a\ne0$. The bound is reached if the curves pass through $\delta=-a/2$, where $w_+=w_-=1/2$.

The $\Omega=3/2$ curve may touch them. Its position follows from the determinant of $h-E_{3/2}$:

$$(E_+-E_{3/2})(E_--E_{3/2})=\left(\delta-\frac a2\right)(-a)-\frac{a^2}2=-a\delta.$$

For $a\ne0$ contact thus requires $\delta=0$. If $a\delta>0$, the product is negative and $\Omega=3/2$ lies between the other two. If $a\delta<0$, both differences have the same sign, which is that of their sum,

$$(E_+-E_{3/2})+(E_--E_{3/2})=\delta-\frac{3a}2.$$

For $a>0>\delta$ this is negative and $\Omega=3/2$ is highest. For $a<0<\delta$ it is positive and $\Omega=3/2$ is lowest. Curves should be joined by their value of $\Omega$: sorting three energies at each distance would exchange labels where $\delta$ changes sign.

## One hole in the p shell

For a $p^5$ atom, consider first independent electrons with orbital energies $e_\sigma,e_\pi$ and one-electron coupling $\zeta>0$. Let $h_1$ be their $6\times6$ one-electron matrix. Filling all its eigenstates except the one with energy $e_i$ gives the total energy $\operatorname{Tr}h_1-e_i$. The spin-orbit part has no trace, so $\operatorname{Tr}h_1=2e_\sigma+4e_\pi$. The five-electron levels are the eigenvalues of $\operatorname{Tr}h_1-h_1$, which means

$$V_\Sigma=e_\sigma+4e_\pi,\qquad V_\Pi=2e_\sigma+3e_\pi,\qquad a=-\zeta.$$

Both the coupling and the anisotropy change sign, since now $\delta=e_\pi-e_\sigma$. The label Σ belongs to the state whose hole is in $p_\sigma$. Electron repulsion changes the spin-free energies, which the molecular calculation supplies. The sign of $a$ remains that of a single hole as long as the state stays within the $p^5$ configuration.

## A one-electron example

The following model has round parameters and represents no particular pair of atoms. Take $a=200$ cm⁻¹ and Morse curves

$$V(R)=D\left[\left(1-e^{-\beta(R-R_0)}\right)^2-1\right],$$

with $D=1000$ cm⁻¹, $R_0=3.0$ Å, $\beta=1.2$ Å⁻¹ for Π and $D=200$ cm⁻¹, $R_0=4.5$ Å, $\beta=1.0$ Å⁻¹ for Σ. The free-atom levels are $-200$ and $100$ cm⁻¹.

At $R=4.5$ Å, $V_\Sigma=-200.0$ and $V_\Pi=-303.3$ cm⁻¹, so $\delta=103.3$ cm⁻¹. In cm⁻¹,

$$S=\sqrt{203.3^2+2\cdot200^2}=348.3,$$

$$E_\pm=-251.65-50\pm174.15,$$

which gives $E_+=-127.5$ and $E_-=-475.8$ cm⁻¹. The third level is $E_{3/2}=-303.3+100=-203.3$ cm⁻¹. The lower $\Omega=1/2$ state has Σ weight $\frac12(1-203.3/348.3)=0.208$.

This point also shows the reach of the weak-interaction formula. It gives $E_+\approx100-234.4+7.9=-126.5$ cm⁻¹, an error of 1 cm⁻¹ although $\delta$ is already half of $a$. The strong-interaction formula can be judged at $R=3.5$ Å, where $\delta=1186.9$ cm⁻¹. It gives $E_-\approx-796.4-100-16.9=-913.3$ cm⁻¹, against $-911.8$ cm⁻¹ from the full expression.

The spin-free curves cross at $R=5.043$ Å. There $E_+$ and $E_{3/2}$ coincide at $-64.9$ cm⁻¹, and the Σ weights have their atomic values, $1/3$ below and $2/3$ above. At shorter distances $\Omega=3/2$ lies between the other curves. At 6.0 and 8.0 Å, where $\delta<0$, it lies highest, as the sign rule requires.

The lowest well has a depth of 906 cm⁻¹ (112.3 meV) from its own asymptote at $-a$. The spin-free Π well and the $\Omega=3/2$ well are both 1000 cm⁻¹ (124.0 meV) deep. The loss follows from the strong-interaction limit:

$$D_-\approx D_\Pi-\frac a2+\frac{a^2}{2\delta}=1000-100+6.2=906.2\ \text{cm}^{-1}.$$

The separated atom is lowered by $a$, the Π-like molecule by little more than $a/2$, and the difference is lost from the binding. The second-order term restores a small part. It grows as $\delta$ falls with distance, which moves the minimum outward, from 3.000 to 3.004 Å.

The upper $\Omega=1/2$ well is 233 cm⁻¹ (28.9 meV) deep, deeper than the spin-free Σ well of 200 cm⁻¹. The weak-interaction formula shows why. Measured from its asymptote, the $j=3/2$ level at $a/2$, the curve is approximately $(2V_\Sigma+V_\Pi)/3+4\delta^2/(27a)$, so a third of the more strongly bound Π energy enters. At $R=4.5$ Å, the minimum of $V_\Sigma$, this is $-234.4+7.9=-226.5$ cm⁻¹, against $-127.5-100=-227.5$ cm⁻¹ from the full expression, already below $-200$ cm⁻¹.

## A hole example

At one distance let $V_\Sigma=-500$, $V_\Pi=-100$ and $a=-600$ cm⁻¹. Then $\delta=-400$ cm⁻¹, $\delta+a/2=-700$ cm⁻¹, and, in cm⁻¹,

$$S=\sqrt{700^2+2\cdot600^2}=1100,\qquad E_\pm=-300+150\pm550.$$

The levels are $E_-=-700$, $E_{3/2}=-100-300=-400$ and $E_+=400$ cm⁻¹. Here $a\delta>0$, and $\Omega=3/2$ lies in the middle. The determinant rule is satisfied: $800\cdot(-300)=-240000=-a\delta$ in cm⁻².

The ground atomic level is now $j=3/2$, at $-300$ cm⁻¹. The lowest state is bound by 400 cm⁻¹ at this distance, whereas the spin-free Σ state is bound by 500 cm⁻¹. It is 82% Σ, with $w_-=\frac12(1+700/1100)=9/11$. Its mean spin-free energy is $\frac9{11}(-500)+\frac2{11}(-100)=-427$ cm⁻¹, so the admixture of the less attractive Π component costs 73 cm⁻¹. The mean spin-orbit energy is $-700+427=-273$ cm⁻¹ instead of the atomic $-300$ cm⁻¹, which accounts for the remaining 27 cm⁻¹.

## When one constant is not enough

As the atoms approach, the p orbital changes and may spread onto the partner, so the coupling can depend on $R$. For an operator linear in the electron spin, axial symmetry and time reversal still leave a simple matrix. The orbital operator multiplying $s_z$ is Hermitian and odd under time reversal, hence imaginary in a real basis, and has zero mean in the real Σ orbital. In the $\lambda=1$ orbital its mean defines $a_\parallel$, and $s_z=\pm\frac12$ gives the shifts $\pm a_\parallel/2$. The one remaining element, Σ with Π, defines $a_\perp/\sqrt2$; reflection in the planes through the axis makes it real. Repeating the diagonalization gives

$$E_{3/2}=V_\Pi+\frac{a_\parallel}2,$$

$$E_\pm=\frac{V_\Sigma+V_\Pi}2-\frac{a_\parallel}4\pm\frac12\sqrt{\left(\delta+\frac{a_\parallel}2\right)^2+2a_\perp^2}.$$

At large $R$ both constants tend to the same atomic value. When they are computed with spin-free wave functions, this is the first-order value. It can differ from the $a$ obtained from the atomic level splitting, which also contains higher-order spin-orbit effects. A practical check is therefore to compute the two matrix elements in the same way near the minimum and at large $R$. If they change by an amount that matters for the desired accuracy, they should be tabulated along the curve.

This extension does not repair an incomplete set of states. If a charge-transfer state or another atomic term comes close in energy, its couplings must enter a larger matrix. Second-order spin-orbit effects through distant excited states keep the six-state form, by symmetry, but can change all four of its parameters. They are missed when $V_\Sigma$, $V_\Pi$ and the two constants are taken from spin-free wave functions. With a molecular partner the form survives when the atom lies on a threefold or higher axis of the complex ($C_{nv}$, $n\ge3$), where $p_x$ and $p_y$ remain degenerate. A nonlinear arrangement of lower symmetry, such as $C_{2v}$, separates $p_x$ from $p_y$, and the division by $\Omega$ is lost. Finally, $V_\Sigma$ and $V_\Pi$ may include scalar relativistic effects but must not already contain the spin-orbit term, which would then be counted twice.

The closed forms, including the version with two constants, agree with direct diagonalization of the six-state Hamiltonian for random parameters of both signs. The numerical output lists the curves at further distances.

## Calculated quantities

```
a = 200 cm^-1
Morse V_Pi: D = 1000 cm^-1, R0 = 3.0 A, beta = 1.2 A^-1
Morse V_Sigma: D = 200 cm^-1, R0 = 4.5 A, beta = 1.0 A^-1
Free atom: j=1/2 at -200.0, j=3/2 at 100.0 cm^-1
Free-atom splitting = 300.0 cm^-1 = 37.20 meV
Smallest possible Omega=1/2 gap = 282.8 cm^-1
Curves, energies in cm^-1; w = Sigma weight of the lower state
R/A    V_Sigma    V_Pi    delta  E_minus   E_3/2   E_plus  w
3.0    2224.4  -1000.0   3224.4  -1106.0   -900.0   2230.4 0.0018
3.5     390.5   -796.4   1186.9   -911.8   -696.4    405.9 0.0117
4.0    -115.8   -511.7    395.8   -649.2   -411.7    -78.3 0.0657
4.5    -200.0   -303.3    103.3   -475.8   -203.3   -127.5 0.2082
5.0    -169.0   -173.2      4.2   -371.8    -73.2    -70.4 0.3272
6.0     -79.3    -53.9    -25.4   -262.9     46.1     29.7 0.3725
8.0     -11.9     -5.0     -6.9   -207.3     95.0     90.5 0.3437
delta = 0 at R = 5.0430 A
  there E_minus = -364.89, E_3/2 = -64.89, E_plus = -64.89 cm^-1
  Sigma weights there: lower 0.3333, upper 0.6667
Wells, depth from each curve's own asymptote
  lower Omega=1/2: R = 3.0040 A, E = -1106.03 cm^-1
    depth = 906.03 cm^-1 = 112.33 meV
  upper Omega=1/2: R = 4.3534 A, E = -132.97 cm^-1
    depth = 232.97 cm^-1 = 28.88 meV
  Omega=3/2: R = 3.0000 A, E = -900.00 cm^-1
    depth = 1000.00 cm^-1 = 123.98 meV
delta at R = 3.0 A: 3224.4 cm^-1
a^2/(2 delta) there = 6.20 cm^-1
Estimated lowest-well depth = 906.20 cm^-1
Depth lost to spin-orbit = 93.97 cm^-1
Hole case: V_Sigma = -500, V_Pi = -100, a = -600 cm^-1
  S = 1100.0 cm^-1
  E_minus = -700.0, E_3/2 = -400.0, E_plus = 400.0 cm^-1
  Sigma weights: lower 0.8182, upper 0.1818
  free atom: j=3/2 at -300.0, j=1/2 at 600.0 cm^-1
```
